# Strain Shift of the Silicon Valley Average in a Gate Stack: test program

```python
# Result under test: a (001) silicon film with in-plane strain e and free faces
# has its mean Delta-valley energy shifted by 2*a_c*e*(1 - C12/C11).
# C11, C12: elastic constants (GPa); a_c = Xi_d + Xi_u/3: dilation potential (eV);
# Xi_d, Xi_u: valley deformation potentials (eV). Tension is positive.
# A strained-channel gate stack then sizes effects outside this linear law.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import ai_zeros, expit

C11, C12, a_c, e_par = 166.0, 64.0, 4.18, 0.01
C44 = 80.0          # rough; must not affect the result
Xi_u = 9.0          # rough shear deformation potential, eV

e_zz = -2 * C12 / C11 * e_par
trace = 2 * e_par + e_zz
shift_av = 2 * a_c * e_par * (1 - C12 / C11)
stress = (C11 + C12 - 2 * C12**2 / C11) * e_par

# --- Elastic relaxation from the full fourth-rank stiffness tensor ---
delta = np.eye(3)
stiff = (C12 * np.einsum('ij,kl->ijkl', delta, delta)
         + C44 * (np.einsum('ik,jl->ijkl', delta, delta)
                  + np.einsum('il,jk->ijkl', delta, delta)))
for axis in range(3):
    stiff[axis, axis, axis, axis] = C11


def tensor_energy(free, in_plane):
    ezz, exz, eyz = free
    strain = np.array([[in_plane, 0, exz], [0, in_plane, eyz], [exz, eyz, ezz]])
    return 0.5 * np.einsum('ij,ijkl,kl', strain, stiff, strain)


def relaxed(in_plane):
    return minimize(tensor_energy, [0.1, 0.2, -0.1], args=(in_plane,))


percent = 100 * e_par       # strains in percent keep the minimiser well scaled
found = relaxed(percent)
assert np.allclose(found.x, [100 * e_zz, 0, 0], atol=1e-5)
step = 0.01
slope = (relaxed(percent + step).fun - relaxed(percent - step).fun) / (2 * step)
assert abs(slope / 2 / 100 - stress) < 1e-5
assert abs(a_c * (found.x[0] / 100 + 2 * e_par) - shift_av) < 1e-6
assert round(shift_av, 3) == 0.051

# --- Valley law tested on a strained empirical-pseudopotential crystal ---
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
lattice_nm = 0.543
recip = 2 * np.pi * bohr_nm / lattice_nm
waves = np.array([(i, j, k) for i in range(-4, 5) for j in range(-4, 5)
                  for k in range(-4, 5)
                  if i % 2 == j % 2 == k % 2 and i*i + j*j + k*k <= 24], float)
wave_diff = waves[:, None, :] - waves[None, :, :]
structure = np.cos(np.pi / 4 * wave_diff.sum(axis=2))


def cutoff(s):
    return expit((13.0 - s) / 0.5)


nodes = np.array([3.0, 8.0, 11.0])
form_factors = np.array([-0.105, 0.020, 0.040])      # hartree
form_poly = np.polyfit(nodes, form_factors / cutoff(nodes), 2)


def valley_minima(strain):
    stretch = 1 + np.asarray(strain, float)
    s = ((wave_diff / stretch)**2).sum(axis=2)
    potential = (np.polyval(form_poly, s) * cutoff(s) * structure
                 / np.prod(stretch))
    np.fill_diagonal(potential, 0.0)     # mean potential is the energy zero
    energies, positions = [], []
    for direction in np.eye(3):
        def band(k):
            kinetic = 0.5 * recip**2 * (((waves + k * direction)
                                         / stretch)**2).sum(axis=1)
            return hartree * eigh(potential + np.diag(kinetic),
                                  eigvals_only=True, subset_by_index=[4, 4])[0]
        best = minimize_scalar(band, bounds=(0.6, 0.98), method='bounded',
                               options={'xatol': 1e-5})
        energies.append(best.fun)
        positions.append(best.x)
    return np.array(energies), np.array(positions)


def valley_slopes(pattern, h=0.002):
    pattern = np.array(pattern, float)
    return (valley_minima(h * pattern)[0]
            - valley_minima(-h * pattern)[0]) / (2 * h)


k_min = valley_minima([0, 0, 0])[1]
assert np.all((k_min > 0.62) & (k_min < 0.97))       # true interior minima
uniaxial = valley_slopes([0, 0, 1])
model_Xi_d = uniaxial[0]
model_Xi_u = uniaxial[2] - uniaxial[0]
model_a = model_Xi_d + model_Xi_u / 3
patterns = {'hydrostatic': [1, 1, 1], 'biaxial': [1, 1, e_zz / e_par],
            'orthorhombic': [1, -0.4, 0.3], 'traceless': [-0.5, -0.5, 1]}
model_mean, worst = {}, 0.0
for name, pattern in patterns.items():
    slopes = valley_slopes(pattern)
    predicted = model_Xi_d * sum(pattern) + model_Xi_u * np.array(pattern)
    worst = max(worst, np.max(np.abs(slopes - predicted)))
    assert np.allclose(slopes, predicted, atol=0.02), name
    assert abs(slopes.mean() - model_a * sum(pattern)) < 0.02, name
    model_mean[name] = slopes.mean()
assert abs(model_Xi_u) > 0.2        # valleys split although their mean obeys the law

# --- Valley edges in the example ---
shift_normal = shift_av + Xi_u * (e_zz - trace / 3)
shift_plane = shift_av + Xi_u * (e_par - trace / 3)
assert abs((2 * shift_normal + 4 * shift_plane) / 6 - shift_av) < 1e-12
assert shift_normal < 0 < shift_plane

# --- Finite strain and rough third-order elastic constants (GPa) ---
C111, C112, C123 = -800.0, -450.0, -60.0
eta = e_par + e_par**2 / 2


def nonlinear_energy(eta_z):
    v = np.array([eta, eta, eta_z])
    total, squares = v.sum(), (v**2).sum()
    return (C11 / 2 * squares + C12 / 2 * (total**2 - squares)
            + C111 / 6 * (v**3).sum()
            + C112 / 2 * (squares * total - (v**3).sum()) + C123 * v.prod())


eta_z = minimize_scalar(nonlinear_energy, bounds=(-0.03, 0.01), method='bounded',
                        options={'xatol': 1e-9}).x
volume_change = (1 + e_par)**2 * np.sqrt(1 + 2 * eta_z) - 1
shift_nonlinear = a_c * volume_change
assert abs(shift_nonlinear - shift_av) < 0.05 * shift_av

# --- Channel confinement: triangular well, rough silicon masses ---
hb = const.hbar**2 / (2 * const.m_e) / const.e * 1e18    # eV nm^2
field_si = 0.5                                         # MV/cm
force = field_si * 0.1                                 # eV/nm
m_long, m_trans = 0.92, 0.19


def subband(mass):
    return -ai_zeros(1)[0][0] * (hb / mass * force**2)**(1 / 3)


def subband_grid(mass, h=0.01, size=1800):
    z = h * np.arange(1, size + 1)
    hop = hb / mass / h**2
    return eigh_tridiagonal(2 * hop + force * z, -hop * np.ones(size - 1),
                            eigvals_only=True, select='i', select_range=(0, 0))[0]


E_normal, E_plane = subband(m_long), subband(m_trans)
for mass in (m_long, m_trans):
    assert abs(subband(mass) - subband_grid(mass)) < 1e-4

# --- Filling of the lowest subband of each valley set ---
eps_si, eps_ox = 11.7, 20.0
sheet = eps_si * const.epsilon_0 * field_si * 1e8 / const.e * 1e-18   # nm^-2
dos_normal = 2 * m_trans / (2 * np.pi * hb)
dos_plane = 4 * np.sqrt(m_long * m_trans) / (2 * np.pi * hb)


def filling(split_strain, temperature):
    kT = const.k * temperature / const.e
    gap = E_plane - E_normal + split_strain

    def parts(mu):
        return (dos_normal * kT * np.logaddexp(0, mu / kT),
                dos_plane * kT * np.logaddexp(0, (mu - gap) / kT))
    mu = brentq(lambda x: sum(parts(x)) - sheet, -1, 1)
    counted = (quad(lambda E: dos_normal * expit((mu - E) / kT), 0, 1.5)[0]
               + quad(lambda E: dos_plane * expit((mu - E) / kT),
                      gap, gap + 1.5)[0])
    assert abs(counted / sheet - 1) < 1e-6
    return mu, parts(mu)[1] / sheet


split = shift_plane - shift_normal
mu_300, plane_300 = filling(split, 300)
mu_400, plane_400 = filling(split, 400)
plane_unstrained = filling(0.0, 300)[1]

# --- Tunnelling exponent through the oxide ---
offset, thickness, m_ox = 1.5, 3.0, 0.15               # rough eV, nm, m_e
field_ox = field_si * eps_si / eps_ox
drop = field_ox * 0.1 * thickness                      # eV


def exponent(edge_shift):
    top = offset - edge_shift - E_normal
    return (4 / 3 * np.sqrt(m_ox / hb) * thickness / drop
            * (top**1.5 - (top - drop)**1.5))


def wave_decay(edge_shift):
    top = offset - edge_shift - E_normal

    def kappa2(y):
        return m_ox / hb * (top - drop * (1 - y / thickness))
    run = solve_ivp(lambda y, u: [kappa2(y) - u[0]**2, 2 * u[0]],
                    (0, thickness), [np.sqrt(kappa2(0)), 0], rtol=1e-9, atol=1e-11)
    return run.y[1, -1]


S_0, S_edge, S_av = exponent(0), exponent(shift_normal), exponent(shift_av)
for shift, S in ((shift_normal, S_edge), (shift_av, S_av)):
    assert abs((wave_decay(shift) - wave_decay(0)) - (S - S_0)) < 0.005
ratio_edge, ratio_av = np.exp(S_0 - S_edge), np.exp(S_0 - S_av)
assert ratio_edge < 1 < ratio_av

dipole = 0.5                                           # rough interface step, eV
dipole_change = dipole * (1 / (1 + e_par)**2 - 1)
ratio_sensitivity = -2 * a_c * e_par * 0.01 * C12 / C11

print(f"Inputs: C11 = {C11:.0f} GPa, C12 = {C12:.0f} GPa, a_c = {a_c:.2f} eV")
print(f"In-plane strain = {100*e_par:.2f} %")
print(f"C12/C11 = {C12/C11:.4f}")
print(f"Normal strain e_zz = {100*e_zz:.4f} %")
print(f"Strain trace = {100*trace:.4f} %")
print(f"In-plane film stress = {stress:.3f} GPa")
print(f"VALLEY-AVERAGE SHIFT = {shift_av:.5f} eV = {1000*shift_av:.1f} meV")
print(f"Shift if thickness were clamped = {2*a_c*e_par:.4f} eV")
print("Pseudopotential test crystal (tests the law, not a_c):")
print(f"  lattice constant = {lattice_nm:.3f} nm, plane waves = {len(waves)}")
print(f"  form factors = {form_factors} hartree")
print(f"  valley position = {k_min[0]:.3f} of Gamma-X")
print(f"  Xi_d = {model_Xi_d:.3f} eV, Xi_u = {model_Xi_u:.3f} eV")
print(f"  Xi_d + Xi_u/3 = {model_a:.3f} eV")
for name, value in model_mean.items():
    print(f"  mean slope, {name} = {value:.4f} eV per unit strain")
print(f"  largest valley-law error = {worst:.5f} eV per unit strain")
print(f"Rough Xi_u for the example = {Xi_u:.1f} eV")
print(f"Shift of two normal valleys = {shift_normal:.4f} eV")
print(f"Shift of four in-plane valleys = {shift_plane:.4f} eV")
print(f"Valley splitting = {split:.4f} eV")
print(f"Rough C111, C112, C123 = {C111:.0f}, {C112:.0f}, {C123:.0f} GPa")
print(f"Finite-strain volume change = {100*volume_change:.4f} %")
print(f"Average shift with nonlinear strain = {shift_nonlinear:.5f} eV")
print(f"Nonlinear correction = {1000*(shift_nonlinear-shift_av):.3f} meV")
print(f"Shift change per 1 eV in a_c = {1000*trace:.2f} meV")
print(f"Shift change for +1 % in C12/C11 = {1000*ratio_sensitivity:.3f} meV")
print(f"Rough interface dipole step = {dipole:.2f} eV")
print(f"Dipole change from area = {1000*dipole_change:.2f} meV")
print(f"Silicon surface field = {field_si:.2f} MV/cm")
print(f"Rough masses: long {m_long:.2f}, transverse {m_trans:.2f} m_e")
print(f"Confinement energy, normal valleys = {E_normal:.4f} eV")
print(f"Confinement energy, in-plane valleys = {E_plane:.4f} eV")
print(f"Rough permittivities: Si {eps_si:.1f}, oxide {eps_ox:.1f}")
print(f"Sheet density = {sheet*1e14:.3e} cm^-2")
print(f"Fermi level above lowest subband, 300 K = {1000*mu_300:.2f} meV")
print(f"Fermi level above lowest subband, 400 K = {1000*mu_400:.2f} meV")
print(f"Thermal energy at 300 K = {1000*const.k*300/const.e:.2f} meV")
print(f"In-plane valley filling, unstrained 300 K = {100*plane_unstrained:.3f} %")
print(f"In-plane valley filling, strained 300 K = {100*plane_300:.4f} %")
print(f"In-plane valley filling, strained 400 K = {100*plane_400:.4f} %")
print(f"Rough oxide: offset {offset:.2f} eV, {thickness:.1f} nm, {m_ox:.2f} m_e")
print(f"Barrier from lowest valley edge = {offset-shift_normal:.4f} eV")
print(f"Barrier from valley average = {offset-shift_av:.4f} eV")
print(f"Oxide field = {field_ox:.4f} MV/cm, oxide drop = {drop:.4f} V")
print(f"Tunnelling exponent, unstrained = {S_0:.3f}")
print(f"Tunnelling exponent, lowest valleys = {S_edge:.3f}")
print(f"Tunnelling factor ratio, lowest valleys = {ratio_edge:.3f}")
print(f"Ratio if average were misused as edge = {ratio_av:.3f}")
print("finished without a failed check")
```

It prints:

```
Inputs: C11 = 166 GPa, C12 = 64 GPa, a_c = 4.18 eV
In-plane strain = 1.00 %
C12/C11 = 0.3855
Normal strain e_zz = -0.7711 %
Strain trace = 1.2289 %
In-plane film stress = 1.807 GPa
VALLEY-AVERAGE SHIFT = 0.05137 eV = 51.4 meV
Shift if thickness were clamped = 0.0836 eV
Pseudopotential test crystal (tests the law, not a_c):
  lattice constant = 0.543 nm, plane waves = 137
  form factors = [-0.105  0.02   0.04 ] hartree
  valley position = 0.853 of Gamma-X
  Xi_d = -10.629 eV, Xi_u = 10.250 eV
  Xi_d + Xi_u/3 = -7.212 eV
  mean slope, hydrostatic = -21.6365 eV per unit strain
  mean slope, biaxial = -8.8631 eV per unit strain
  mean slope, orthorhombic = -6.4909 eV per unit strain
  mean slope, traceless = -0.0000 eV per unit strain
  largest valley-law error = 0.00011 eV per unit strain
Rough Xi_u for the example = 9.0 eV
Shift of two normal valleys = -0.0549 eV
Shift of four in-plane valleys = 0.1045 eV
Valley splitting = 0.1594 eV
Rough C111, C112, C123 = -800, -450, -60 GPa
Finite-strain volume change = 1.2198 %
Average shift with nonlinear strain = 0.05099 eV
Nonlinear correction = -0.380 meV
Shift change per 1 eV in a_c = 12.29 meV
Shift change for +1 % in C12/C11 = -0.322 meV
Rough interface dipole step = 0.50 eV
Dipole change from area = -9.85 meV
Silicon surface field = 0.50 MV/cm
Rough masses: long 0.92, transverse 0.19 m_e
Confinement energy, normal valleys = 0.1098 eV
Confinement energy, in-plane valleys = 0.1857 eV
Rough permittivities: Si 11.7, oxide 20.0
Sheet density = 3.233e+12 cm^-2
Fermi level above lowest subband, 300 K = 4.65 meV
Fermi level above lowest subband, 400 K = -7.75 meV
Thermal energy at 300 K = 25.85 meV
In-plane valley filling, unstrained 300 K = 23.823 %
In-plane valley filling, strained 300 K = 0.0744 %
In-plane valley filling, strained 400 K = 0.6442 %
Rough oxide: offset 1.50 eV, 3.0 nm, 0.15 m_e
Barrier from lowest valley edge = 1.5549 eV
Barrier from valley average = 1.4486 eV
Oxide field = 0.2925 MV/cm, oxide drop = 0.0877 V
Tunnelling exponent, unstrained = 13.813
Tunnelling exponent, lowest valleys = 14.092
Tunnelling factor ratio, lowest valleys = 0.757
Ratio if average were misused as edge = 1.305
finished without a failed check
```
